# The Longest Film Segment Whose Centre Stress Stays Below Strength

## Problem

A thin film under tension has cracked into long parallel strips. Each strip, or segment, has length $L$ between two neighbouring cracks. Far from any crack the film carries the residual tension $\sigma_0$. The film is attached through a compliant layer to a stiff base, and the stress recovers from a crack over the stress-transfer length $\ell$. Only new cracks parallel to the existing ones are considered. Such a crack forms where the tension across the strip reaches the strength $S$, with $0<S<\sigma_0$. How long may a segment be if its centre stress is to remain below $S$?

Evaluate the answer for a niobium film of thickness $h=500$ nm on a polyimide layer of thickness $H=1000$ nm, bonded to a silicon wafer. Take these rough values: film modulus $E=105$ GPa, Poisson ratio $\nu=0.40$, layer shear modulus $G=1.0$ GPa, $\sigma_0=600$ MPa and $S=400$ MPa.

## A tempting solution

At a crack face the tension is zero. At a distance $d$ from the crack it has recovered to

$$\sigma(d)=\sigma_0\left(1-e^{-d/\ell}\right).$$

The centre lies at $d=L/2$. Requiring $\sigma(L/2)<S$ gives $e^{-L/2\ell}>1-S/\sigma_0$, and so

$$L<2\ell\ln\frac{\sigma_0}{\sigma_0-S}.\qquad\text{(wrong)}$$

With $\ell=7.906$ µm, found below, and $\sigma_0/(\sigma_0-S)=3$, this bound is $17.4$ µm.

## Where it fails

The exponential profile belongs to a film with one end. A segment has two, and its centre is equally far from both. The second end relieves the centre as much as the first, but the solution above leaves it out. It therefore overestimates the centre stress and rejects segments that are safe.

Adding the two reliefs, $\sigma=\sigma_0(1-2e^{-L/2\ell})$ at the centre, does not quite repair this. The relief from each end reaches the opposite end, where the sum gives $-\sigma_0e^{-L/\ell}$ instead of zero. Both end conditions must be imposed together.

## The right solution

**Stress and displacement.** Let $x$ run across the segment from its centre, and let $u(x)$ be the film's displacement from its uncracked state. Tension is positive. The cracks are long, so the strain along them does not change, and the film's top surface is free. Write $\Delta\sigma_x$ and $\Delta\sigma_y$ for the stress changes across and along the segment. Hooke's law gives

$$0=\frac{\Delta\sigma_y-\nu\Delta\sigma_x}{E},\qquad u'=\frac{\Delta\sigma_x-\nu\Delta\sigma_y}{E}.$$

The first equation gives $\Delta\sigma_y=\nu\Delta\sigma_x$. The second then becomes $u'=(1-\nu^2)\Delta\sigma_x/E$, so that

$$\sigma=\sigma_0+\bar E u',\qquad \bar E=\frac{E}{1-\nu^2}.$$

**Force balance.** The shear-lag model treats the layer as independent shear springs on a rigid base. Where the film has moved by $u$, the layer pulls it back with the force $Gu/H$ per unit area. For a slice of film,

$$h\sigma'-\frac{G}{H}u=0.$$

Differentiate this and insert $u'=(\sigma-\sigma_0)/\bar E$:

$$\sigma''=\frac{\sigma-\sigma_0}{\ell^2},\qquad \ell^2=\frac{\bar E hH}{G}.$$

A stiff film or a soft layer makes $\ell$ long.

**Both ends.** The general solution is

$$\sigma=\sigma_0+A\cosh(x/\ell)+B\sinh(x/\ell).$$

The crack faces carry no load, so $\sigma(\pm L/2)=0$. Subtracting the two conditions gives $2B\sinh(L/2\ell)=0$, hence $B=0$. Either condition then gives $A=-\sigma_0/\cosh(L/2\ell)$. Therefore

$$\sigma(x)=\sigma_0\left[1-\frac{\cosh(x/\ell)}{\cosh(L/2\ell)}\right].$$

Since $\cosh$ is smallest at zero, the tension across the strip is largest at the centre. If the centre is safe, no further parallel crack forms anywhere in the segment.

The tension along the strip needs its own check. If the residual tension is $\sigma_0$ in both directions, $\Delta\sigma_y=\nu\Delta\sigma_x$ leaves $600-0.40\times200=520$ MPa along the strip where the tension across it is 400 MPa. A film equally strong in both directions would then also crack across the strips. The length found below does not prevent this.

**The length.** The condition at the centre is

$$\sigma_0\left[1-\frac{1}{\cosh(L/2\ell)}\right]<S
\quad\Longleftrightarrow\quad
\frac{1}{\cosh(L/2\ell)}>\frac{\sigma_0-S}{\sigma_0}.$$

Both sides of the second inequality are positive because $S<\sigma_0$. Taking reciprocals reverses it:

$$\cosh\frac{L}{2\ell}<\frac{\sigma_0}{\sigma_0-S}.$$

For positive argument $\cosh$ rises strictly, so this is equivalent to

$$L<L_{\max}=2\ell\,\operatorname{arccosh}\frac{\sigma_0}{\sigma_0-S}.$$

At $L=L_{\max}$ the centre stress equals $S$. Strictly, then, there is no largest safe length: $L_{\max}$ is the least upper bound of the safe lengths. If $S\ge\sigma_0$, the centre stress stays below $S$ at every finite length and there is no bound.

## Two limits

For a weak film, $S\ll\sigma_0$, use $\cosh a\simeq1+a^2/2$ with $a=L/2\ell$, and $\sigma_0/(\sigma_0-S)\simeq1+S/\sigma_0$. Then $a^2\simeq2S/\sigma_0$, and

$$L_{\max}\simeq2\ell\sqrt{\frac{2S}{\sigma_0}}.$$

The wrong bound becomes $2\ell S/\sigma_0$ here, which is too small by a factor that grows without limit as $S/\sigma_0\to0$. Such short segments contract almost freely. The layer's pull grows linearly with distance from the centre, and the film force that it builds up grows as $L^2$.

When $S$ approaches $\sigma_0$, $a$ is large and $\cosh a\simeq e^a/2$, so

$$L_{\max}\simeq2\ell\ln\frac{2\sigma_0}{\sigma_0-S}.$$

The two ends now barely influence each other, and adding their reliefs is accurate. The wrong bound is still short by $2\ell\ln2$, because the factor 2 inside the logarithm counts the two ends.

## Numbers

The plane-strain modulus is $\bar E=105/(1-0.40^2)=125.0$ GPa. With lengths in µm,

$$\ell=\sqrt{\frac{125.0\times0.5\times1.0}{1.0}}=7.906\ \text{µm}.$$

The stress ratio is $600/(600-400)=3$, and $\operatorname{arccosh}3=\ln(3+\sqrt8)=1.7627$. Hence

$$L_{\max}=2\times7.906\times1.7627=27.87\ \text{µm},$$

or about $27\,900$ nm. A film divided into small elements on springs, built from $\bar E$, $h$, $G$ and $H$ without using $\ell$, reaches 400 MPa at its centre at the same length. Its centre stress is 396.7 MPa at $0.99L_{\max}$ and 403.3 MPa at $1.01L_{\max}$.

At the wrong bound, $L/2\ell=\ln3$ and $\cosh(\ln3)=5/3$. The centre stress there is $600(1-3/5)=240$ MPa, well below the strength.

With the other values held fixed, a strength 10% lower gives 24.8 µm and one 10% higher gives 31.6 µm. The digits of 27.87 µm are those of the model, not of a real film.

## What the length says about crack spacing

Suppose that every overloaded segment breaks at its centre. A segment breaks only if $L\ge L_{\max}$, so each half is at least $L_{\max}/2$ long. Breaking stops once the length is below $L_{\max}$. Starting from longer segments, the final lengths lie between 13.9 and 27.9 µm.

The lower limit depends on the centre-break rule. A long segment has a flat stress plateau, on which a flaw may choose the site. Near one end of such a segment the single-end profile is correct, and it reaches $S$ at

$$d=\ell\ln\frac{\sigma_0}{\sigma_0-S}=8.69\ \text{µm}.$$

Within the shear-lag model, a crack may form this close to the end. The tempting formula thus contains a valid distance, but doubling it does not give a segment length.

## Is there enough energy?

Reaching the strength is not sufficient if the new crack releases too little energy. Integrating $u'=(\sigma-\sigma_0)/\bar E$ from the centre, where $u=0$, gives the displacement at the right-hand end:

$$u_e=-\frac{\sigma_0\ell}{\bar E}\tanh\frac{L}{2\ell}.$$

Apart from a constant per unit film area, the stored energy per unit crack length is

$$U(L)=\int_{-L/2}^{L/2}\left[\frac{h\sigma^2}{2\bar E}+\frac{Gu^2}{2H}\right]dx.$$

Insert $\sigma=\sigma_0+\bar Eu'$. The constant term gives $h\sigma_0^2L/2\bar E$, and the term linear in $u'$ gives $2h\sigma_0u_e$. For the quadratic terms, use $Gu/H=h\bar Eu''$:

$$\int\frac{h\bar E}{2}\left(u'^2+uu''\right)dx=\frac{h\bar E}{2}\big[uu'\big]_{-L/2}^{L/2}=-h\sigma_0u_e,$$

because $u'=-\sigma_0/\bar E$ at both ends and $u$ is odd. The sum is

$$U(L)=\frac{h\sigma_0^2L}{2\bar E}-\frac{h\sigma_0^2\ell}{\bar E}\tanh\frac{L}{2\ell}.$$

The base does not move, so no external work is done. A central crack of depth $h$ releases, per unit crack area,

$$\Gamma=\frac{U(L)-2U(L/2)}{h}=\frac{\sigma_0^2\ell}{\bar E}\left[2\tanh\frac{L}{4\ell}-\tanh\frac{L}{2\ell}\right].$$

At $L_{\max}$ the prefactor is 22.8 J/m² and the bracket is $2(0.7071)-0.9428=0.471$, so $\Gamma=10.7$ J/m². This exceeds the rough ideal cost of two niobium surfaces, 5 J/m². The release is a shear-lag estimate, and the errors given below refer to the stress, not to this energy. If plastic flow raised the fracture energy well above 10.7 J/m², a segment of length $L_{\max}$ would not crack in this way, even though its centre stress had reached $S$.

## How far the model can be trusted

Shear lag needs $H$ to be small compared with both $\ell$ and $L$; here $H/\ell=0.126$ and $H/L_{\max}=0.036$. It also needs $h\ll\ell$ and a base stiff enough to count as rigid, $\bar Eh\ll E_{\rm base}\ell$; with $E_{\rm base}=160$ GPa these ratios are $0.063$ and $0.049$. A much thinner layer shortens $\ell$ and worsens both, so it does not make the model more accurate. The weak-film limit above therefore fails once $L_{\max}$ becomes comparable with $H$. A two-dimensional elastic calculation for equally spaced cracks, with the silicon included, shows the error, which depends strongly on how far the cracks enter the polymer. It uses the film stress averaged over the thickness.

- If the cracks enter the polymer by 100 nm, the centre stress at $L_{\max}$ is 424 MPa and the limiting length is 25.6 µm, 8% below the shear-lag value.
- If the cracks cut through the polymer, the stress is 381 MPa and the limiting length is 29.5 µm, 6% above it.
- Shallower cracks give larger errors: about 450 MPa for a depth of 10 nm. For cracks that stop at the interface the stress is near 490 MPa, and the limiting length is roughly a third below the shear-lag value. The first two cases therefore do not bound the error.

The intact polymer below a crack ties the two film edges together and hinders their opening; independent springs omit this tie. On a rigid base, the case with 100 nm cracks gives 431 MPa. Making the layer 100 times softer and the segment ten times longer keeps $L/\ell$ fixed and reduces $H/\ell$ tenfold. The stress then falls to 404 MPa, close to the shear-lag value of 400 MPa.

The shear-lag estimate of the edge shear stress at $L_{\max}$ is $G|u_e|/H=35.8$ MPa, below a rough value of 50 MPa for the polymer's yield stress in shear. The margin is modest, and the stress concentration at the crack may still cause local yielding, which neither calculation contains.

The example resembles superconducting wiring on polyimide before its release from the wafer. The 1 µm polymer layer is thin for that use; a thicker one increases both $\ell$ and $H/\ell$. The strength of 400 MPa is an assumed value for a film that breaks in a brittle way, for example along weak column boundaries. A dense, ductile niobium film need not follow this criterion. Another large correction comes from the temperature of use. Cooling to 4 K with a rough mismatch strain of $1.2\times10^{-3}$ between niobium and silicon adds $105/(1-0.40)\times1.2\times10^{-3}=0.21$ GPa of tension. With $S$ and $\ell$ held fixed and the polymer's own contraction left out, $\sigma_0=810$ MPa lowers $L_{\max}$ to 20.6 µm. If the polymer also becomes twice as stiff, a rough assumption, $L_{\max}$ falls to 14.6 µm. The edge shear stress is then about 62 MPa, above the 50 MPa used earlier, so this estimate also assumes that the polymer's yield stress rises on cooling. A segment that is safe at room temperature may therefore be overloaded when cold.

## Numbers as computed

```
Film Young modulus (rough): 105 GPa
Film Poisson ratio (rough): 0.40 (no unit)
Film thickness: 500 nm
Layer shear modulus (rough): 1.0 GPa
Layer Poisson ratio (rough): 0.35 (no unit)
Layer thickness: 1000 nm
Silicon Young modulus (rough): 160 GPa
Silicon Poisson ratio (rough): 0.22 (no unit)
Residual stress: 600 MPa
Film strength: 400 MPa
Plane-strain film modulus: 125.0 GPa
Stress-transfer length ell: 7.906 um
sigma0/(sigma0-S): 3.000 (no unit)
arccosh of that ratio: 1.7627 (no unit)
L_max, formula: 27.871 um
L_max, formula, converted: 27871 nm
L_max, spring-chain root: 27.871 um
Centre stress at 0.99 L_max: 396.7 MPa
Centre stress at 1.01 L_max: 403.3 MPa
L_max, strength 10% lower: 24.77 um
L_max, strength 10% higher: 31.57 um
Shortest final length, centre breaks: 13.94 um
Longest final length, centre breaks: 27.87 um
Closest crack to end of long segment: 8.69 um
Edge shear stress at L_max: 35.8 MPa
Polymer shear yield (rough): 50 MPa
Crack opening, both sides at L_max: 71.6 nm
Energy release of new crack at L_max: 10.73 J/m^2
Ideal cost of two Nb surfaces (rough): 5 J/m^2
Layer thickness / ell: 0.126 (no unit)
2D crack depth in layer, shallow case: 100 nm
2D centre stress at L_max, rigid, shallow: 431.2 MPa
2D centre stress at L_max, Si, shallow: 424.0 MPa
Same, mesh refined twofold: 423.4 MPa
2D centre stress at L_max, Si, layer cut: 381.3 MPa
2D centre stress, layer 100x softer, 10 L_max: 403.8 MPa
2D limiting length, Si, shallow: 25.61 um
2D limiting length, Si, layer cut: 29.49 um
Thermal mismatch strain to 4 K (rough): 1.2 1e-3
Residual stress at 4 K: 810 MPa
L_max at 4 K, stress change only: 20.60 um
Polymer stiffening factor at 4 K (rough): 2.0 (no unit)
L_max at 4 K, stress and stiffening: 14.57 um
```
